# Choosing a Disentangled Subspace from the Projectors of Its Neighbours

Q: I want $N$ Wannier functions per cell from bands that overlap others in energy. At each mesh point $\mathbf k$ there are $n_{\mathbf k}\ge N$ states in an outer energy window, and somebody has to choose an $N$-dimensional subspace. Why should a spread in real space have any say in this?

A: Part of the spread depends on the subspaces alone. Let $|\mathbf Rm\rangle$ be the Wannier functions and $P=\sum_{\mathbf Rm}|\mathbf Rm\rangle\langle\mathbf Rm|$ the projector on the space they fill. Define

$$\Omega_I=\sum_n\Big[\langle \mathbf 0n|r^2|\mathbf 0n\rangle-\sum_{\mathbf Rm}|\langle\mathbf Rm|\mathbf r|\mathbf 0n\rangle|^2\Big]
=\sum_{n\alpha}\langle\mathbf 0n|r_\alpha(1-P)r_\alpha|\mathbf 0n\rangle .$$

The total spread $\sum_n[\langle r^2\rangle_n-|\langle\mathbf r\rangle_n|^2]$ subtracts only the terms with $\mathbf Rm=\mathbf 0n$. It therefore exceeds $\Omega_I$ by a sum of squares, which depends on how the functions are mixed within the space. $\Omega_I$ measures how far multiplication by $\mathbf r$ leads out of the space, and no mixing inside the space can reduce it.

Q: That is a statement in real space. My choice is made at each $\mathbf k$.

A: Assume that the subspaces allow a gauge smooth and periodic in $\mathbf k$, and take it, so that the Wannier functions are localized. With $u_{n\mathbf k}$ normalized in one cell and $N_k$ mesh points,

$$|\mathbf 0n\rangle=\frac1{N_k}\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}|u_{n\mathbf k}\rangle .$$

For a dense mesh the sum is an average over the Brillouin zone. Since $r_\alpha e^{i\mathbf k\cdot\mathbf r}=-i\partial_\alpha e^{i\mathbf k\cdot\mathbf r}$, with $\partial_\alpha=\partial/\partial k_\alpha$, integration by parts moves the derivative to $u$. The boundary terms cancel by periodicity:

$$r_\alpha|\mathbf 0n\rangle=\frac1{N_k}\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}\,i|\partial_\alpha u_{n\mathbf k}\rangle .$$

Let $P_{\mathbf k}=\sum_n|u_{n\mathbf k}\rangle\langle u_{n\mathbf k}|$ and $Q_{\mathbf k}=1-P_{\mathbf k}$. The operator $1-P$ acts as $Q_{\mathbf k}$ at each $\mathbf k$, and different $\mathbf k$ are orthogonal, so

$$\Omega_I=\frac1{N_k}\sum_{\mathbf k}\sum_{n\alpha}\langle\partial_\alpha u_{n\mathbf k}|Q_{\mathbf k}|\partial_\alpha u_{n\mathbf k}\rangle .$$

A small $\Omega_I$ means that, on average over the zone, the subspace turns slowly as $\mathbf k$ moves.

Q: On a mesh I have no derivatives, only neighbours.

A: Let $\mathbf b$ run over vectors to neighbouring mesh points, in pairs $\pm\mathbf b$, with weights

$$w_{\mathbf b}=w_{-\mathbf b}>0,\qquad \sum_{\mathbf b}w_{\mathbf b}b_ib_j=\delta_{ij}.$$

Both projectors have trace $N$ and equal their own squares. Hence

$$\mathrm{Tr}[P_{\mathbf k}Q_{\mathbf k+\mathbf b}]=N-\mathrm{Tr}[P_{\mathbf k}P_{\mathbf k+\mathbf b}]
=\tfrac12\mathrm{Tr}[(P_{\mathbf k+\mathbf b}-P_{\mathbf k})^2]
=\tfrac12\sum_{ij}b_ib_j\mathrm{Tr}[\partial_iP\,\partial_jP]+O(b^3).$$

Differentiating $P^2=P$ and placing $P$ on both sides gives $P(\partial_iP)P=0$. Likewise $Q(\partial_iP)Q=0$. What remains is $\partial_iP=\sum_n(Q|\partial_iu_n\rangle\langle u_n|+\text{h.c.})$, so

$$\mathrm{Tr}[\partial_iP\,\partial_jP]=2\,\mathrm{Re}\sum_n\langle\partial_iu_n|Q|\partial_ju_n\rangle .$$

The 2 cancels the $\tfrac12$. Summing with the weights turns $b_ib_j$ into $\delta_{ij}$, and the mesh form is

$$\Omega_I=\frac1{N_k}\sum_{\mathbf k\mathbf b}w_{\mathbf b}\,\mathrm{Tr}[P_{\mathbf k}(1-P_{\mathbf k+\mathbf b})].$$

The cubic terms are odd and cancel between $\pm\mathbf b$. The next terms are of order $b^4$ and the weights of order $b^{-2}$, so the error is $O(b^2)$ for smooth $P_{\mathbf k}$.

Q: Has this been compared with an actual integral over $r^2$?

A: Yes, for the lowest band of a one-dimensional crystal with period 0.40 nm, potential components $V_{\pm G}=-3$ eV and 80 $k$ points. The mesh form gives 0.0053888 nm². Wannier functions built in real space and integrated by quadrature give 0.0053897 nm², a relative difference of about 0.02%. They were built in a deliberately twisted gauge, whose total spread is 0.0446 nm². The subtraction of the off-site matrix elements removes the excess.

Q: Now I fix all subspaces except the one at $\mathbf k$. The sum has a term starting at $\mathbf k$, but $P_{\mathbf k}$ also appears as somebody else's neighbour. Is it legitimate to minimize only the first?

A: Both must be kept. The terms that start at $\mathbf k$ contribute

$$\frac1{N_k}\sum_{\mathbf b}w_{\mathbf b}\big(N-\mathrm{Tr}[P_{\mathbf k}P_{\mathbf k+\mathbf b}]\big).$$

Those that end at $\mathbf k$ start at $\mathbf k-\mathbf b$:

$$\frac1{N_k}\sum_{\mathbf b}w_{\mathbf b}\big(N-\mathrm{Tr}[P_{\mathbf k-\mathbf b}P_{\mathbf k}]\big)
=\frac1{N_k}\sum_{\mathbf b}w_{\mathbf b}\big(N-\mathrm{Tr}[P_{\mathbf k}P_{\mathbf k+\mathbf b}]\big).$$

Here I renamed $\mathbf b\to-\mathbf b$, used $w_{-\mathbf b}=w_{\mathbf b}$ and cycled the trace. The two parts are equal, so

$$\Omega_I=\text{const}-\frac2{N_k}\mathrm{Tr}\Big[P_{\mathbf k}\sum_{\mathbf b}w_{\mathbf b}P_{\mathbf k+\mathbf b}\Big],$$

where the constant does not contain $P_{\mathbf k}$. Minimizing the first part alone finds the same subspace, but it misses half of the change in $\Omega_I$.

Q: At the zone edge, $\mathbf k+\mathbf b$ may lie outside my mesh.

A: Then it equals a mesh point plus a reciprocal vector $\mathbf G$, and $P_{\mathbf k+\mathbf G}=e^{-i\mathbf G\cdot\mathbf r}P_{\mathbf k}e^{i\mathbf G\cdot\mathbf r}$. The phase can be moved from one projector to the other inside the trace, so the pairing of terms survives.

There is one real exception. If a direction has a single mesh point, $\mathbf k+\mathbf b$ is equivalent to $\mathbf k$ itself. The term becomes $\mathrm{Tr}[P_{\mathbf k}e^{-i\mathbf G\cdot\mathbf r}P_{\mathbf k}e^{i\mathbf G\cdot\mathbf r}]$, which is quadratic in the unknown. That neighbour cannot be held fixed while $P_{\mathbf k}$ varies, and the argument below does not apply. I assume from here on that no neighbour is equivalent to $\mathbf k$.

Q: So I want a subspace with a large overlap with its neighbours. Where does the window enter?

A: Let the columns of $V$ be the $n_{\mathbf k}$ orthonormal window states, so $V^\dagger V=1$. Every allowed subspace is $P_{\mathbf k}=VUU^\dagger V^\dagger$, with an $n_{\mathbf k}\times N$ matrix obeying $U^\dagger U=1$. By cyclicity,

$$\mathrm{Tr}\Big[P_{\mathbf k}\sum_{\mathbf b}w_{\mathbf b}P_{\mathbf k+\mathbf b}\Big]=\mathrm{Tr}[U^\dagger zU],\qquad
z=V^\dagger\Big(\sum_{\mathbf b}w_{\mathbf b}P_{\mathbf k+\mathbf b}\Big)V .$$

The small Hermitian matrix $z$ is the weighted sum of neighbouring projectors as seen from inside the window. In practice it needs only overlaps: if $M^{(\mathbf b)}$ holds the overlaps of the window states at $\mathbf k$ with the chosen states at $\mathbf k+\mathbf b$, then $z=\sum_{\mathbf b}w_{\mathbf b}M^{(\mathbf b)}M^{(\mathbf b)\dagger}$.

Q: I would add a multiplier for $U^\dagger U=1$ and get an eigenvalue equation. Is that the proof?

A: It is half of one. Making $\mathrm{Tr}[U^\dagger zU]-\mathrm{Tr}[\Lambda(U^\dagger U-1)]$ stationary under changes of $U^\dagger$ gives $zU=U\Lambda$ with $\Lambda$ Hermitian. A unitary mixing of the columns of $U$ leaves the subspace unchanged and makes $\Lambda$ diagonal, so the columns become eigenvectors of $z$. But any $N$ eigenvectors satisfy this, including the worst ones. Stationarity does not say which to take.

Q: Then what singles out the leading ones, against every competitor and not just nearby ones?

A: Write $zv_i=\lambda_iv_i$ with $\lambda_1\ge\lambda_2\ge\dots$, and let $p_i=v_i^\dagger UU^\dagger v_i$ be the share of $v_i$ that lies in a trial subspace. Since $UU^\dagger$ is a projector of rank $N$,

$$0\le p_i\le1,\qquad \sum_ip_i=N,\qquad \mathrm{Tr}[U^\dagger zU]=\sum_i\lambda_ip_i .$$

The shortfall from the sum of the $N$ largest eigenvalues is

$$\Delta=\sum_{i\le N}\lambda_i-\sum_i\lambda_ip_i=\sum_{i\le N}\lambda_i(1-p_i)-\sum_{i>N}\lambda_ip_i .$$

The condition $\sum_ip_i=N$ also reads $\sum_{i\le N}(1-p_i)=\sum_{i>N}p_i$. I may therefore subtract $\lambda_N$ times the left side and add $\lambda_N$ times the right side:

$$\Delta=\sum_{i\le N}(\lambda_i-\lambda_N)(1-p_i)+\sum_{i>N}(\lambda_N-\lambda_i)p_i\ \ge 0 .$$

Every factor is non-negative. The leading eigenvectors have $p_i=1$ for $i\le N$ and zero otherwise, so they reach $\Delta=0$. No subspace in the window does better.

Q: Could another subspace do equally well?

A: If $\lambda_N>\lambda_{N+1}$, then $\Delta=0$ forces $p_i=0$ for all $i>N$. The subspace is then orthogonal to all those $v_i$, lies in the span of the first $N$, and has the same dimension as that span. It is unique. If $\lambda_N=\lambda_{N+1}$, then $v_N$ can be turned towards $v_{N+1}$ at no cost, and the minimizer is not unique. For $n_{\mathbf k}=N$ there is nothing to choose.

The cost of a wrong turn follows directly. Replacing $v_N$ by $\cos\theta\,v_N+\sin\theta\,v_{N+1}$ lowers the trace by $(\lambda_N-\lambda_{N+1})\sin^2\theta$, and hence raises $N_k\Omega_I$ by twice that. The gap in $z$, not a gap in energy, determines how firmly the subspace is held.

Q: Give me a case I can do in my head.

A: Suppose first that all neighbours carry the same subspace $S$ and that $S$ lies in the window at $\mathbf k$. Then $z$ is $\sum_{\mathbf b}w_{\mathbf b}$ times the projector on $S$. The rule returns $S$, and the local spread vanishes.

Now let the neighbours disagree. Take $N=1$ and a two-state window on a rectangular mesh. The neighbours along $x$ both carry $e_1$ and those along $y$ both carry $e_2$, with $e_1\perp e_2$. Then $z=\mathrm{diag}(2w_x,2w_y)$. The rule takes the state with the larger weight outright and does not form a compromise. For $w_x=w_y$ every normalized combination is equally good, which is the degenerate case above.

Q: I would like to see a case with real overlaps.

A: Take a two-dimensional rectangular crystal with periods 0.40 and 0.50 nm. Each cell has one potential well $-V_0e^{-r^2/2\sigma^2}$, with $V_0=20$ eV and $\sigma=0.08$ nm, and the electrons have the free mass. The window holds all states below 12 eV, and $N=3$. Band 3 reaches up to 3.715 eV on the mesh while band 4 comes down to 2.807 eV, so no energy separates the lowest three bands from the rest.

On a $6\times6$ mesh the steps are $b_x=2\pi/(6\times0.40)=2.618$ nm⁻¹ and $b_y=2.094$ nm⁻¹. Each direction has two neighbours, so $2w_ib_i^2=1$. This gives $w_x=0.07295$ and $w_y=0.11399$ nm², and the four weights add up to 0.3739 nm². The starting subspaces are Gaussian $s$, $p_x$ and $p_y$ functions projected on the window and orthonormalized.

At the general point with fractional coordinates $(1/6,1/3)$ the window has seven states. The eigenvalues of $z$ are

$$0.3736,\;0.3612,\;0.3472,\;0.0150,\;0.0067,\;0.0029,\;0.00004\ \text{nm}^2 .$$

Divided by the sum of the weights, an eigenvalue is the average share of that vector contained in the neighbours. It is $0.3472/0.3739=93\%$ for the third vector and 4% for the fourth. The choice is clear, with a gap of 0.3323 nm².

Q: And what does the spread do?

A: The three leading eigenvalues add up to 1.0821 nm², so the local spread is

$$\omega_I(\mathbf k)=N\sum_{\mathbf b}w_{\mathbf b}-\sum_{i\le3}\lambda_i=1.1216-1.0821=0.0395\ \text{nm}^2 .$$

The trial subspace had a trace of 1.076518 nm² and the new one has 1.082103 nm². With $N_k=36$ the predicted fall is

$$\frac{2}{36}(1.082103-1.076518)=3.10\times10^{-4}\ \text{nm}^2 .$$

Evaluating the whole mesh sum before and after gives 0.0395886 and 0.0392784 nm², which is the same fall.

As a test of the minimum itself, all terms containing $P_{\mathbf k}$ were minimized numerically over complex three-dimensional subspaces, without use of the eigenvectors. Here and in the check's output these terms are given without their common factor $1/N_k$, so they are $N_k$ times their contribution to $\Omega_I$. The best of three random starts gave 0.0790444 nm², equal to $2\omega_I(\mathbf k)$ from the eigenvalues to all digits shown. Turning the third vector by 0.4 rad towards the fourth raised these terms by 0.1008 nm², in agreement with $2\times0.3323\times\sin^2 0.4$.

Q: Would the three lowest bands at that point not have been good enough?

A: With the neighbours still at their trial subspaces, the lowest three bands have a trace of only 0.8727 nm². Their local spread is $1.1216-0.8727=0.2489$ nm², about six times larger. The shares of the seven window states in the selected subspace, from the lowest energy up, are 0.977, 0.657, 0.772, 0.367, 0.041, 0.169 and 0.016. They add up to 3, as they must, and about 0.59 of that lies above the third band.

This also shows a price. The second state, at $-0.369$ eV, is not contained in the subspace, since its share is below 1. Smoothness in $\mathbf k$ was the only aim, and nothing asked for that band to be kept.

Q: Suppose I insist that certain states be kept.

A: Let them span a fixed projector $P_f$ of rank $N_f\le N$ in the window, and write $P_{\mathbf k}=P_f+P'$ with $P'$ orthogonal to $P_f$. With $Z=\sum_{\mathbf b}w_{\mathbf b}P_{\mathbf k+\mathbf b}$, the trace splits into $\mathrm{Tr}[P_fZ]$, which is constant, and $\mathrm{Tr}[P'Z]$. The same proof applies to the second part: restrict $Z$ to the window states orthogonal to $P_f$ and take its $N-N_f$ leading eigenvectors. The original rule is the case without such frozen states.

Q: Can I diagonalize the full sum of projectors first and cut the leading vectors back to the window afterwards?

A: If the cut vectors stay linearly independent, they span an allowed subspace. The proof then says that it cannot beat the leading eigenvectors of $z$. In the example the loss is tiny: a trace of 1.082102 against 1.082103 nm². Without any window restriction the trace would be 1.0862 nm². The order of operations hardly matters at this point of this model, but only restriction before diagonalization carries the guarantee.

Q: My main doubt remains. The neighbours are not fixed. Once I update them, your optimum is out of date.

A: Yes. The rule solves one block of a larger problem. If the points are updated one after another, each with the current neighbours, no step can raise $\Omega_I$. Since $\Omega_I\ge0$ for positive weights, its values converge. That does not make the limit the global minimum, and another start may lead elsewhere.

Relaxation is not a small correction here. The single update lowered $\Omega_I$ by 0.8% of its starting value. One sweep through all 36 points brought it from 0.0396 to 0.0342 nm², and 51 sweeps to 0.0295 nm², a total fall of 26%. The last sweep still changed it by $9\times10^{-8}$ nm². For comparison, the three lowest bands at every point give 0.0780 nm² on this mesh. That figure is not converged: it keeps rising on finer meshes, at least up to $36\times36$, so it serves only for a comparison at equal mesh.

Q: Why not update all points at once?

A: Because the decrease was proved with the neighbours standing still. Consider two points with one state each, in a common two-dimensional window, where each point has only the other as neighbour and the phases for $\mathbf G$ are trivial. Let the states enclose 60°. The misfit $1-\mathrm{Tr}[P_1P_2]$ is $1-\cos^260^\circ=0.75$. At each point $z$ is proportional to the other's projector, so a simultaneous update makes the two points exchange their states. The misfit is still 0.75 after ten updates, and the exchange repeats for ever.

Updating one point first makes it equal to the other, and the misfit drops to zero. Averaging the old and new $z$ also works here: both points then see $P_1+P_2$ up to a factor, and both choose the bisector. This shows that averaging cures this cycle, not that it cures every one.

Q: How much of this would carry over to a real metal?

A: The selection rule carries over under its stated conditions, because it uses only projectors and weights. The numbers do not. Periods of a few tenths of a nanometre and energies of several eV are roughly the scale of simple metals, but the crystal is two-dimensional, its potential is a chosen Gaussian, and spin and interactions are absent. I have no estimate of how those omissions would move the spread in a particular material.

What can be sized is the effect of the numerical settings, each changed alone and relaxed from the same kind of trial functions. An $8\times8$ mesh gives 0.0320 nm², 9% above the $6\times6$ value. Finer meshes up to $24\times24$ give between 0.0318 and 0.0332 nm², up to 13% above it and not in monotonic order, so the coarse mesh limits the result to about one significant digit. Raising the number of plane waves from 81 to 121 changes nothing in the printed digits. Moving the window top from 12 to 20 eV lowers the result to 0.0221 nm², by 25% on the $6\times6$ mesh; on the $8\times8$ mesh the same change gives 0.0217 nm², a fall of 32%. A larger window contains all the old choices, so its global minimum cannot be higher. The smaller spread does not by itself mean better bands, since the extra freedom may be spent on mixing in higher states. A spread should therefore be quoted with its window and mesh. The remaining digits are in the numerical output below.

## Values computed for the example and the checks

```
1D check: periods 0.40 nm, V(+-G) = -3 eV, 80 k points
1D invariant spread, k mesh: 0.0053888 nm^2
1D invariant spread, real space: 0.0053897 nm^2
1D total spread in twisted gauge: 0.0445897 nm^2
2D periods: 0.40 0.50 nm
well depth: 20.0 eV; Gaussian width: 0.08 nm
outer window top: 12.0 eV; target states N: 3
mesh: 6 x 6; plane waves per k: 81
window states per k, least and most: 6 8
top of band 3: 3.715 eV
bottom of band 4: 2.807 eV
mesh steps b_x, b_y: 2.6180 2.0944 1/nm
weights w_x, w_y: 0.07295 0.11399 nm^2
sum of the four weights: 0.37388 nm^2
chosen k, fractions of reciprocal vectors: 1/6, 1/3
window energies there: -7.801 -0.369 1.686 5.762 6.827 8.150 11.902 eV
eigenvalues of Z: 0.373647 0.361209 0.347247 0.014971 0.006659 0.002867 0.000044 nm^2
gap lambda_N - lambda_N+1: 0.332276 nm^2
weight of new subspace on window states: 0.9770 0.6574 0.7721 0.3674 0.0413 0.1687 0.0162
Tr[PZ], trial subspace: 1.076518 nm^2
Tr[PZ], three lowest bands: 0.872699 nm^2
Tr[PZ], leading eigenvectors: 1.082103 nm^2
Tr[PZ], diagonalized first, then cut: 1.082102 nm^2
Tr[PZ], no window restriction: 1.086182 nm^2
local omega_I(k) after update: 0.039522 nm^2
terms containing P_k, formula: 0.0790444 nm^2
terms containing P_k, direct search: 0.0790444 nm^2
rise for rotation by 0.4 rad: 0.100777 nm^2
Omega_I, trial subspaces: 0.0395886 nm^2
Omega_I, one k updated: 0.0392784 nm^2
drop from one update: 3.103e-04 nm^2
drop predicted from traces: 3.103e-04 nm^2
Omega_I after one full sweep: 0.034232 nm^2
Omega_I after last sweep: 0.029476 nm^2
sweeps: 51; last drop: 9.2e-08 nm^2
Omega_I, three lowest bands everywhere: 0.078002 nm^2
relaxed Omega_I, 8 x 8 mesh: 0.032049 nm^2
relaxed Omega_I, 121 plane waves: 0.029476 nm^2
relaxed Omega_I, window top 20 eV: 0.022105 nm^2
two-point misfit, start: 0.7500
two-point misfit, 10 simultaneous updates: 0.7500
two-point misfit, sequential: 0.0000
two-point misfit, averaged Z: 0.0000
```
